# Bloch modes of a multiorbital lead: eigenvalue pairing and velocity sorting: verification in Python

```python
"""
Bloch modes of a periodic lead with N orthonormal orbitals per cell.

Result under test: at real energy E the modes c_n = lam^n u solve
    [lam^2 T + lam (H0 - E) + T^dagger] u = 0,
the eigenvalues map onto themselves under lam -> 1/conj(lam), and, away from
band edges, N modes go right (|lam|<1, or |lam|=1 with positive velocity)
and N modes go left.
H0: Hermitian block of one cell; T: block from cell n to cell n+1;
theta = k d: phase per cell; slope = dE/dtheta; velocity = slope * d / hbar.
"""
import numpy as np
from scipy import constants
from scipy.linalg import eig, eigh, svd
from scipy.optimize import brentq, minimize_scalar


def dag(m):
    return m.conj().T


def bloch_modes(H0, T, E):
    """All 2N eigenvalues and normalised cell vectors of the quadratic problem."""
    n = len(H0)
    one, zero = np.eye(n), np.zeros((n, n))
    left = np.block([[zero, one], [-dag(T), -(H0 - E * one)]])
    right = np.block([[one, zero], [zero, T]])
    w, vec = eig(left, right, homogeneous_eigvals=True)
    alpha, beta = w
    infinite = np.abs(beta) <= 1e-13 * np.abs(alpha)
    lam = np.where(infinite, np.inf, alpha / np.where(infinite, 1.0, beta))
    # the upper half holds u, the lower half lam*u: use the larger one
    u = np.where(np.abs(lam) > 1, vec[n:], vec[:n])
    return lam, u / np.linalg.norm(u, axis=0)


def slope_matrix(T, lam):
    return 1j * (lam * T - dag(lam * T))


def sort_modes(H0, T, E):
    """Lists (right, left) of modes (lam, u, slope); slope is 0 if evanescent."""
    lam, u = bloch_modes(H0, T, E)
    right, left = [], []
    on_circle = np.abs(np.abs(lam) - 1) < 1e-7
    for j in np.where(~on_circle)[0]:
        (right if abs(lam[j]) < 1 else left).append((lam[j], u[:, j], 0.0))
    todo = list(np.where(on_circle)[0])
    while todo:
        group = [j for j in todo if abs(lam[j] - lam[todo[0]]) < 1e-5]
        todo = [j for j in todo if j not in group]
        z = np.mean(lam[group])
        z = z / abs(z)
        P = z * T + H0 - E * np.eye(len(H0)) + dag(T) / z
        kernel = dag(svd(P)[2])[:, -len(group):]
        slopes, mix = eigh(dag(kernel) @ slope_matrix(T, z) @ kernel)
        for s, vector in zip(slopes, (kernel @ mix).T):
            (right if s > 0 else left).append((z, vector, s))
    return right, left


def propagating(modes):
    return [m for m in modes if m[2] != 0.0]


def bands(H0, T, theta):
    hop = T * np.exp(1j * theta)
    return np.linalg.eigvalsh(H0 + hop + dag(hop))


def band_crossings(H0, T, E):
    """Phases and finite-difference slopes where diagonalised bands meet E."""
    grid = np.linspace(-np.pi, np.pi, 1201) + 0.0013
    table = np.array([bands(H0, T, t) for t in grid]) - E
    found = []
    for b in range(len(H0)):
        for i in np.where(table[:-1, b] * table[1:, b] < 0)[0]:
            t = brentq(lambda x: bands(H0, T, x)[b] - E, grid[i], grid[i + 1],
                       xtol=1e-13)
            h = 1e-4
            s = (bands(H0, T, t + h)[b] - bands(H0, T, t - h)[b]) / (2 * h)
            found.append((t, s))
    return found


def check_against_bands(H0, T, E):
    right, left = sort_modes(H0, T, E)
    modes = propagating(right + left)
    cross = band_crossings(H0, T, E)
    assert len(cross) == len(modes) > 0
    worst = max(min(abs(m[0] - np.exp(1j * t)) + abs(m[2] - s) for m in modes)
                for t, s in cross)
    assert worst < 1e-5
    return worst


def pairing_error(first, second, conjugate=True):
    """Largest relative distance from a mapped eigenvalue to the second set."""
    image = 1 / (first.conj() if conjugate else first)
    return max(np.min(np.abs(z - second)) / abs(z) for z in image)


def random_lead(rng, n):
    a = rng.normal(size=(n, n)) + 1j * rng.normal(size=(n, n))
    b = rng.normal(size=(n, n)) + 1j * rng.normal(size=(n, n))
    return (a + dag(a)) / 2, 0.6 * b


# ---------- general tests on a random complex lead ----------
rng = np.random.default_rng(7)
N = 4
H0, T = random_lead(rng, N)


def energy_quality(E):
    slopes = [abs(m[2]) for m in propagating(sum(sort_modes(H0, T, E), []))]
    return (min(len(slopes), 4), min(slopes, default=0.0))


# an energy with several open modes and far from band edges
E0 = max(np.linspace(-2, 2, 81), key=energy_quality)
lam, vec = bloch_modes(H0, T, E0)
right, left = sort_modes(H0, T, E0)
pair_err = pairing_error(lam, lam)
plain_err = pairing_error(lam, lam, conjugate=False)
lam_up = bloch_modes(H0, T, E0 + 0.3j)[0]
lam_down = bloch_modes(H0, T, E0 - 0.3j)[0]
complex_err = pairing_error(lam_up, lam_up)
assert pair_err < 1e-8 and plain_err > 1e-3
assert complex_err > 1e-3 and pairing_error(lam_up, lam_down) < 1e-8
band_err = check_against_bands(H0, T, E0)

# flux between two modes vanishes unless conj(lam_i)*lam_j = 1
flux_zero, flux_pair = 0.0, []
for i in range(2 * N):
    for j in range(2 * N):
        form = lam[j] * T - lam[i].conj() * dag(T)
        flux = abs(vec[:, i].conj() @ form @ vec[:, j])
        flux /= max(1, abs(lam[i]), abs(lam[j]))
        if abs(lam[i].conj() * lam[j] - 1) > 1e-6:
            flux_zero = max(flux_zero, flux)
        else:
            flux_pair.append(flux)
assert flux_zero < 1e-8 and min(flux_pair) > 1e-5

# a small positive imaginary energy moves right movers inside the circle
eta = 1e-5
lam_eta = bloch_modes(H0, T, E0 + 1j * eta)[0]
assert np.sum(np.abs(lam_eta) < 1) == N
for z, _, s in propagating(right + left):
    near = lam_eta[np.argmin(np.abs(lam_eta - z))]
    assert abs((abs(near) - 1) / (-eta / s) - 1) < 1e-2


def surface_green(H0, T, E):
    """Retarded surface Green function of the right half lead by decimation."""
    one = np.eye(len(H0))
    surf, bulk, a, b = H0.astype(complex), H0.astype(complex), T, dag(T)
    for _ in range(80):
        g = np.linalg.inv(E * one - bulk)
        surf = surf + a @ g @ b
        bulk = bulk + a @ g @ b + b @ g @ a
        a, b = a @ g @ a, b @ g @ b
        if np.linalg.norm(a) + np.linalg.norm(b) < 1e-14:
            break
    return np.linalg.inv(E * one - surf)


def transfer(modes):
    U = np.array([m[1] for m in modes]).T
    return U @ np.diag([m[0] for m in modes]) @ np.linalg.inv(U)


F_green = surface_green(H0, T, E0 + 1e-7j) @ dag(T)
green_err = np.max(np.abs(transfer(right) - F_green))
wrong = [m for m in right if m[2] == 0.0] + propagating(left)
wrong_err = np.max(np.abs(transfer(wrong) - F_green))
assert green_err < 1e-4 and wrong_err > 1e-2

# mode counts over many leads
n_leads = 100
for _ in range(n_leads):
    h, t = random_lead(rng, 3)
    r, l = sort_modes(h, t, rng.uniform(-1, 1))
    assert len(r) == len(l) == 3
    assert len(propagating(r)) == len(propagating(l))

# singular hopping of rank 2: zero eigenvalues pair with infinite ones
T_sing = T[:, :2] @ H0[:2, :]
lam_s = np.abs(bloch_modes(H0, T_sing, E0)[0])
n_zero, n_inf = np.sum(lam_s < 1e-8), np.sum(lam_s > 1e8)
assert n_zero == n_inf == N - 2

# top of the highest band: two eigenvalues merge on the circle
grid = np.linspace(-np.pi, np.pi, 2001)
start = grid[np.argmax([bands(H0, T, t)[-1] for t in grid])]
top = minimize_scalar(lambda t: -bands(H0, T, t)[-1], method="bounded",
                      bounds=(start - 0.01, start + 0.01),
                      options={"xatol": 1e-10})
gap = np.sort(np.abs(bloch_modes(H0, T, -top.fun)[0] - np.exp(1j * top.x)))
assert gap[1] < 1e-4 and gap[2] > 1e-3

# two bands crossing at one k and E with opposite slopes, orbitals mixed
rot = np.array([[1, -1], [1, 1]]) / np.sqrt(2)
T_cross = rot @ np.diag([1.0, -0.4]) @ rot.T
r, l = sort_modes(np.zeros((2, 2)), T_cross, 0.0)
naive = np.real(np.diag(slope_matrix(T_cross, 1j)))
at_i = sorted(m[2] for m in r + l if abs(m[0] - 1j) < 1e-6)
assert len(r) == len(l) == 2
assert np.allclose(at_i, [-2.0, 0.8]) and np.all(naive < 0)

print(f"random lead: N = {N}, E = {E0:.2f} (model units)")
print(f"right movers {len(propagating(right))}, left movers "
      f"{len(propagating(left))}")
print(f"pairing error, 1/conj(lam): {pair_err:.1e}")
print(f"pairing error, 1/lam: {plain_err:.2f}")
print(f"pairing error at complex E: {complex_err:.2f}")
print(f"mode-band mismatch: {band_err:.1e}")
print(f"F minus g T^dagger: {green_err:.1e}; wrong sort: {wrong_err:.2f}")
print(f"leads with N+N count confirmed: {n_leads}")
print(f"rank-2 hopping: {n_zero} zero, {n_inf} infinite eigenvalues")
print(f"crossing, unsorted slopes: {naive[0]:.2f}, {naive[1]:.2f}")
print(f"crossing, true slopes: {at_i[0]:.2f}, {at_i[1]:.2f}")

# ---------- ferromagnetic electrode, rough iron-like values ----------
HBAR = constants.hbar / constants.e          # eV s
D = 0.143                                    # layer spacing, nm
E_S, T_S = -3.0, -2.5                        # s level and hopping, eV
E_Z, T_Z = (-1.7, 0.5), 0.2                  # z2 level (maj, min), hopping
E_X, T_X = (-1.9, 0.3), 0.5                  # xz and yz level, hopping
V_SZ = 0.8                                   # s-z2 interlayer hopping, eV
SPINS = ("majority", "minority")


def electrode(spin, kx=0.0):
    """Orbitals s, z2, xz, yz; kx is the in-plane wavevector in 1/nm."""
    h = np.diag([E_S, E_Z[spin], E_X[spin], E_X[spin]]).astype(complex)
    t = np.diag([T_S, T_Z, T_X, T_X]).astype(complex)
    t[0, 1] = t[1, 0] = V_SZ
    t = t * np.cos(kx * D)
    t[0, 2] = t[2, 0] = 1j * V_SZ * np.sin(kx * D)
    return h, t


def speed(slope, period=D):
    return slope * period * 1e-9 / HBAR / 1e5    # 1e5 m/s


def decay(z, period=D):
    return period / abs(np.log(abs(z)))          # amplitude decay length, nm


print(f"layer spacing {D} nm, energy 0 eV")
print(f"s: level {E_S} eV, hop {T_S} eV; s-z2 hop {V_SZ} eV")
print(f"z2: levels {E_Z[0]}, {E_Z[1]} eV (maj, min), hop {T_Z} eV")
print(f"xz,yz: levels {E_X[0]}, {E_X[1]} eV (maj, min), hop {T_X} eV")
for spin in (0, 1):
    h, t = electrode(spin)
    check_against_bands(h, t, 0.0)
    r, l = sort_modes(h, t, 0.0)
    assert len(r) == len(l) == 4
    roots = np.roots([T_S * T_Z - V_SZ**2, T_S * E_Z[spin] + T_Z * E_S,
                      E_S * E_Z[spin]])
    print(f"{SPINS[spin]} s-z2: x = " + ", ".join(
        f"{x.real:.3f}{x.imag:+.3f}i" for x in roots))
    for side, modes in (("R", r), ("L", l)):
        for z, u, s in sorted(modes, key=lambda m: abs(m[0])):
            sz = np.sum(np.abs(u[:2])**2) > 0.5
            x_values = roots if sz else [-E_X[spin] / T_X]
            assert min(abs(z + 1 / z - x) for x in x_values) < 1e-7
            text = (f"k={np.angle(z) / D:+.2f}/nm v={speed(s):+.2f}e5 m/s"
                    if s else f"|lam|={abs(z):.3f} decay={decay(z):.3f} nm")
            print(f" {side} {'s-z2 ' if sz else 'xz,yz'} "
                  f"lam={z.real:+.3f}{z.imag:+.3f}i {text}")

# in this electrode the sign of k is not the sign of the velocity
r_min = propagating(sort_modes(*electrode(1), 0.0)[0])
assert all(np.angle(m[0]) < 0 for m in r_min)


def sz_right(spin, E=0.0):
    h, t = electrode(spin)
    return sort_modes(h[:2, :2], t[:2, :2], E)[0]


# ---------- effects left out, sized with the same numbers ----------
kT = constants.k * 300 / constants.e
v_maj = [speed(propagating(sz_right(0, e))[0][2]) for e in (-kT, 0.0, kT)]
l_min = [max(decay(m[0]) for m in sz_right(1, e)) for e in (-kT, 0.0, kT)]
print(f"kT at 300 K: {kT * 1e3:.1f} meV")
print("maj s-z2 v at -kT,0,kT: "
      + ", ".join(f"{v:.3f}" for v in v_maj) + " e5 m/s")
print("min s-z2 decay at -kT,0,kT: "
      + ", ".join(f"{x:.4f}" for x in l_min) + " nm")

tau = 10e-15                                 # rough electron lifetime, s
h, t = electrode(0)
z0 = propagating(sz_right(0))[0][0]
lam_tau = bloch_modes(h[:2, :2], t[:2, :2], 0.5j * HBAR / tau)[0]
z_tau = lam_tau[np.argmin(np.abs(lam_tau - z0))]
free_path = -D / (2 * np.log(abs(z_tau)))
assert abs(free_path / (v_maj[1] * 1e5 * tau * 1e9) - 1) < 0.02
print(f"lifetime {tau * 1e15:.0f} fs: maj mean free path {free_path:.2f} nm")

# spin-orbit coupling xi L.S, magnetisation along the lead
xi = 0.06                                    # eV, rough
m_values = np.array([2, 1, 0, -1, -2])
L_plus = np.diag(np.sqrt(6.0 - m_values[1:] * (m_values[1:] + 1)), 1)
root = 1 / np.sqrt(2)
real_d = np.array([[0, 0, 1, 0, 0], [0, -root, 0, root, 0],
                   [0, 1j * root, 0, 1j * root, 0]]).T
Lz, Lp = np.zeros((4, 4), complex), np.zeros((4, 4), complex)
Lz[1:, 1:] = dag(real_d) @ np.diag(m_values) @ real_d
Lp[1:, 1:] = dag(real_d) @ L_plus @ real_d
(h_up, t_up), (h_dn, t_dn) = electrode(0), electrode(1)
none = np.zeros((4, 4))
h_so = np.block([[h_up, none], [none, h_dn]]) + xi / 2 * np.block(
    [[Lz, dag(Lp)], [Lp, -Lz]])
t_so = np.block([[t_up, none], [none, t_dn]])
r_so = propagating(sort_modes(h_so, t_so, 0.0)[0])
k_neg = [np.angle(m[0]) / D for m in r_so if np.angle(m[0]) < 0]
mixing = max(min(np.sum(np.abs(m[1][:4])**2), np.sum(np.abs(m[1][4:])**2))
             for m in r_so)
print(f"spin-orbit {xi} eV: {len(r_so)} right movers")
print(f" xz,yz k splitting {max(k_neg) - min(k_neg):.3f} /nm, "
      f"spin mixing {mixing:.1e}")

kx = 1.0                                     # 1/nm
r_kx = propagating(sort_modes(*electrode(1, kx), 0.0)[0])
s_weight = max(abs(m[1][0])**2 for m in r_kx)
s_weight_0 = max(abs(m[1][0])**2 for m in r_min)
assert s_weight_0 < 1e-12 < s_weight
print(f"in-plane k {kx} /nm: s weight in min right movers {s_weight:.1e}")

# second-layer hopping, a tenth of the first, folded into a two-layer cell
ratio = 0.1
for spin in (0, 1):
    h, t = (m[:2, :2] for m in electrode(spin))
    t2 = ratio * t
    h_fold = np.block([[h, t], [dag(t), h]])
    t_fold = np.block([[t2, np.zeros((2, 2))], [t, t2]])
    r_fold = sort_modes(h_fold, t_fold, 0.0)[0]
    moving = propagating(r_fold)
    for z, _, s in moving:
        residue = []
        for theta in (np.angle(z) / 2, np.angle(z) / 2 + np.pi):
            hop = t * np.exp(1j * theta) + t2 * np.exp(2j * theta)
            residue.append(np.min(np.abs(np.linalg.eigvalsh(
                h + hop + dag(hop)))))
        assert min(residue) < 1e-8
    note = [f"v={speed(m[2], 2 * D):.2f}e5 m/s" for m in moving]
    if not moving:
        note = [f"decay={max(decay(m[0], 2 * D) for m in r_fold):.3f} nm"]
    print(f"2nd-layer hop x{ratio}, {SPINS[spin]} s-z2: "
          f"{len(moving)} right movers, " + ", ".join(note))

print("finished without a failed check")
```

Running it gives:

```
random lead: N = 4, E = 0.05 (model units)
right movers 2, left movers 2
pairing error, 1/conj(lam): 1.9e-15
pairing error, 1/lam: 1.45
pairing error at complex E: 0.93
mode-band mismatch: 1.7e-08
F minus g T^dagger: 1.7e-07; wrong sort: 2.38
leads with N+N count confirmed: 100
rank-2 hopping: 2 zero, 2 infinite eigenvalues
crossing, unsorted slopes: -0.60, -0.60
crossing, true slopes: -2.00, 0.80
layer spacing 0.143 nm, energy 0 eV
s: level -3.0 eV, hop -2.5 eV; s-z2 hop 0.8 eV
z2: levels -1.7, 0.5 eV (maj, min), hop 0.2 eV
xz,yz: levels -1.9, 0.3 eV (maj, min), hop 0.5 eV
majority s-z2: x = 4.254+0.000i, -1.052+0.000i
 R s-z2  lam=+0.250+0.000i |lam|=0.250 decay=0.103 nm
 R xz,yz lam=+0.284+0.000i |lam|=0.284 decay=0.114 nm
 R xz,yz lam=+0.284+0.000i |lam|=0.284 decay=0.114 nm
 R s-z2  lam=-0.526+0.851i k=+14.86/nm v=+9.80e5 m/s
 L s-z2  lam=-0.526-0.851i k=-14.86/nm v=-9.80e5 m/s
 L xz,yz lam=+3.516+0.000i |lam|=3.516 decay=0.114 nm
 L xz,yz lam=+3.516+0.000i |lam|=3.516 decay=0.114 nm
 L s-z2  lam=+4.004-0.000i |lam|=4.004 decay=0.103 nm
minority s-z2: x = -0.811+0.811i, -0.811-0.811i
 R s-z2  lam=-0.243+0.608i |lam|=0.654 decay=0.337 nm
 R s-z2  lam=-0.243-0.608i |lam|=0.654 decay=0.337 nm
 R xz,yz lam=-0.300-0.954i k=-13.12/nm v=+2.07e5 m/s
 R xz,yz lam=-0.300-0.954i k=-13.12/nm v=+2.07e5 m/s
 L xz,yz lam=-0.300+0.954i k=+13.12/nm v=-2.07e5 m/s
 L xz,yz lam=-0.300+0.954i k=+13.12/nm v=-2.07e5 m/s
 L s-z2  lam=-0.568-1.418i |lam|=1.528 decay=0.337 nm
 L s-z2  lam=-0.568+1.418i |lam|=1.528 decay=0.337 nm
kT at 300 K: 25.9 meV
maj s-z2 v at -kT,0,kT: 9.827, 9.799, 9.771 e5 m/s
min s-z2 decay at -kT,0,kT: 0.3327, 0.3373, 0.3427 nm
lifetime 10 fs: maj mean free path 9.80 nm
spin-orbit 0.06 eV: 3 right movers
 xz,yz k splitting 0.417 /nm, spin mixing 1.4e-02
in-plane k 1.0 /nm: s weight in min right movers 1.0e-02
2nd-layer hop x0.1, majority s-z2: 1 right movers, v=8.26e5 m/s
2nd-layer hop x0.1, minority s-z2: 0 right movers, decay=0.314 nm
finished without a failed check
```
